# Voltage drop in a depleted polysilicon gate: verification in Python

```python
"""Voltage drop in a depleted n+ polysilicon gate.

Result under test (Hartree atomic units, e = hbar = m_e = 4 pi eps0 = 1):
    V_dep = (K_OX * F_ox)**2 / (8 pi K_SI * N)
F_ox: oxide field; N: active donor density; K_OX, K_SI: permittivities.
V_dep assumes a layer empty of electrons. With electrons restored,
    drop = V_dep + (P_bulk - P_surface) / N
where P is the electron pressure; at a hard wall P_surface is the
pressure that the wave functions exert on the wall.
All internal quantities are in atomic units; printing converts them.
"""
import numpy as np
import mpmath as mp
from scipy import constants as sc
from scipy.integrate import quad, solve_ivp
from scipy.linalg import eigh_tridiagonal, solve_banded
from scipy.optimize import brentq
from scipy.special import expit, spherical_jn

HARTREE = sc.physical_constants["Hartree energy in eV"][0]
BOHR_NM = sc.physical_constants["Bohr radius"][0] * 1e9
FIELD_MVCM = 10 * HARTREE / BOHR_NM       # one atomic unit of field
DENSITY_CM3 = (BOHR_NM * 1e-7) ** -3      # one atomic unit of density
KELVIN = sc.k / sc.e / HARTREE            # k_B times one kelvin

# Example inputs; material parameters are rough typical values.
DONORS_CM3, OXIDE_MVCM, OXIDE_NM, TEMP_K = 1e20, 5.0, 2.0, 300.0
K_OX, K_SI = 3.9, 11.7
M_LONG, M_TRANS, VALLEYS = 0.92, 0.19, 6
BARRIER_EV, M_OXIDE, ATTEMPT_EV = 3.1, 0.5, 0.2
TRANSIT_CM_S, BREAKDOWN_MVCM = 1e7, 10.0

N = DONORS_CM3 / DENSITY_CM3
F_OX = OXIDE_MVCM / FIELD_MVCM
F_SI = K_OX * F_OX / K_SI
STIFF = K_SI / (4 * np.pi)
M_DOS = (M_LONG * M_TRANS**2) ** (1 / 3)


def depletion_drop(field_ox, donors):
    return (K_OX * field_ox) ** 2 / (8 * np.pi * K_SI * donors)


def fermi(eta):
    """Normalized Fermi-Dirac integrals of order 1/2, -1/2 and 3/2."""
    dt = 0.1
    t = np.arange(0, 9, dt)
    occ = expit(np.asarray(eta, float)[..., None] - t**2)
    c = 4 / np.sqrt(np.pi) * dt
    half = c * np.sum(t**2 * occ, axis=-1)
    slope = c * np.sum(t**2 * occ * (1 - occ), axis=-1)
    three_half = c * 2 / 3 * np.sum(t**4 * occ, axis=-1)
    return half, slope, three_half


def bulk_state(kt, mass=M_DOS):
    """Effective density of states and reduced Fermi level of the gate."""
    n_c = 2 * VALLEYS * (mass * kt / (2 * np.pi)) ** 1.5
    eta = brentq(lambda y: float(fermi(y)[0]) - N / n_c, -30, 40)
    return n_c, eta


def drop_from_pressure(kt):
    """Semiclassical drop from the first integral of Poisson's equation."""
    n_c, eta = bulk_state(kt)

    def pressure(y):
        return n_c * kt * float(fermi(y)[2])

    def balance(drop):
        lost = pressure(eta) - pressure(eta - drop / kt)
        return N * drop - lost - STIFF * F_SI**2 / 2

    return brentq(balance, 0, 0.05, xtol=1e-13), pressure(eta)


def solve_poisson(density, v, h, field):
    """Newton solution in a slab with the same outward field on both faces."""
    cell = np.full(v.size, h)
    cell[[0, -1]] = h / 2
    for _ in range(300):
        n, dn = density(v)
        grad = np.concatenate(([field], np.diff(v) / h, [-field]))
        residual = STIFF * np.diff(grad) + (N - n) * cell
        band = np.full((3, v.size), STIFF / h)
        band[1] = -2 * STIFF / h - dn * cell
        band[1, [0, -1]] += STIFF / h
        step = solve_banded((1, 1), band, -residual)
        v = v + step
        if np.max(np.abs(step)) < 1e-10:
            return v
    raise RuntimeError("Poisson iteration did not converge")


def semiclassical_slab(kt, mass, nodes, h, field):
    n_c, eta = bulk_state(kt, mass)

    def density(v):
        half, slope, _ = fermi(eta + v / kt)
        return n_c * half, n_c * slope / kt

    return solve_poisson(density, np.zeros(nodes), h, field)


def quantum_slab(kt, nodes, h, field):
    """Self-consistent Schroedinger-Poisson slab, (100) faces, hard walls."""
    mu = kt * bulk_state(kt)[1]
    ladders = [(2, M_LONG, M_TRANS),
               (4, M_TRANS, np.sqrt(M_LONG * M_TRANS))]
    v = semiclassical_slab(kt, M_DOS, nodes, h, field)
    for _ in range(100):
        states = []
        for valleys, m_z, m_plane in ladders:
            diagonal = 1 / (m_z * h**2) - v[1:-1]
            off = np.full(nodes - 3, -0.5 / (m_z * h**2))
            energy, psi = eigh_tridiagonal(
                diagonal, off, select="i", select_range=(0, 44))
            states.append((valleys * m_plane / np.pi, m_z,
                           energy, psi**2 / h))
        v_old = v.copy()

        def density(v_new):
            n, dn = np.zeros(nodes), np.zeros(nodes)
            shift = (v_new - v_old)[1:-1, None]
            for dos, _, energy, weight in states:
                z = (mu - energy + shift) / kt
                n[1:-1] += np.sum(
                    dos * kt * weight * np.logaddexp(0, z), axis=1)
                dn[1:-1] += np.sum(dos * weight * expit(z), axis=1)
            return n, dn

        v = solve_poisson(density, v_old, h, field)
        if np.max(np.abs(v - v_old)) < 1e-7:
            break
    else:
        raise RuntimeError("Schroedinger-Poisson did not converge")
    wall = 0.0
    for dos, m_z, energy, weight in states:
        filling = dos * kt * np.logaddexp(0, (mu - energy) / kt)
        wall += np.sum(filling * weight[0] / h**2) / (2 * m_z)
    middle = nodes // 2
    return v[middle] - v[0], wall, density(v)[0][middle]


# Depletion result against SI units and direct integration.
v_dep = depletion_drop(F_OX, N)
width = K_OX * F_OX / (4 * np.pi * N)
charge_si = sc.epsilon_0 * K_OX * OXIDE_MVCM * 1e8
v_si = charge_si**2 / (2 * sc.e * sc.epsilon_0 * K_SI * DONORS_CM3 * 1e6)
assert abs(v_dep * HARTREE / v_si - 1) < 1e-6


def field_gone(x, y):
    return y[1]


field_gone.terminal = True
path = solve_ivp(lambda x, y: [y[1], -4 * np.pi * N / K_SI],
                 (0, 10 * width), [0, F_SI], events=field_gone,
                 rtol=1e-10, atol=1e-14)
assert abs(path.t_events[0][0] / width - 1) < 1e-6
assert abs(path.y_events[0][0][0] / v_dep - 1) < 1e-6

# Electron pressure: first integral against the nonlinear Poisson equation.
kt = TEMP_K * KELVIN
n_c, eta_bulk = bulk_state(kt)
for order, value in ((1.5, fermi(eta_bulk)[0]), (2.5, fermi(eta_bulk)[2])):
    exact = -float(mp.re(mp.polylog(order, -mp.exp(eta_bulk))))
    assert abs(float(value) / exact - 1) < 1e-8
v_fd, p_bulk = drop_from_pressure(kt)
v_hot, _ = drop_from_pressure(400 * KELVIN)
h_fine = 0.02 / BOHR_NM
profile = semiclassical_slab(kt, M_DOS, 1001, h_fine, F_SI)
v_direct = profile[500] - profile[0]
assert abs(v_direct - v_fd) * HARTREE < 1e-4
# A cold, heavy gas has little pressure: the depletion value must return.
cold = semiclassical_slab(30 * KELVIN, 100 * M_DOS, 1001, h_fine, F_SI)
v_cold = cold[500] - cold[0]
assert abs(v_cold - v_dep) < 0.1 * (v_fd - v_dep)

# Quantum slab: drop against the wall-pressure force balance.
h_q = 0.05 / BOHR_NM
v_quantum, p_wall, n_mid = quantum_slab(kt, 401, h_q, F_SI)
v_zero, p_wall_zero, n_mid_zero = quantum_slab(kt, 401, h_q, 0.0)
balance_q = v_dep + (p_bulk - p_wall) / N
balance_zero = (p_bulk - p_wall_zero) / N
assert abs(n_mid / N - 1) < 0.01 and abs(n_mid_zero / N - 1) < 0.01
assert abs(v_quantum - balance_q) * HARTREE < 1.5e-3
assert abs(v_zero - balance_zero) * HARTREE < 1.5e-3

# Exchange energy per electron: exchange-hole integral against closed form.
k_f = (6 * np.pi**2 * N / (2 * VALLEYS)) ** (1 / 3)
hole = quad(lambda y: 9 * spherical_jn(1, y) ** 2 / y, 1e-9, 200,
            limit=500)[0]
e_hole = -2 * np.pi * N / (2 * VALLEYS) * hole / (K_SI * k_f**2)
e_exchange = -3 * k_f / (4 * np.pi * K_SI)
assert abs(e_hole / e_exchange - 1) < 1e-4
exchange_shift = e_exchange / 3           # pressure / density, e ~ n**(1/3)

# Direct tunnelling from the channel: WKB action against closed form.
t_ox, barrier = OXIDE_NM / BOHR_NM, BARRIER_EV / HARTREE
action = 2 * quad(lambda x: np.sqrt(2 * M_OXIDE * (barrier - F_OX * x)),
                  0, t_ox)[0]
closed = 4 * np.sqrt(2 * M_OXIDE) / (3 * F_OX) * (
    barrier**1.5 - (barrier - F_OX * t_ox) ** 1.5)
assert abs(action / closed - 1) < 1e-8
escape_rate = ATTEMPT_EV * sc.e / sc.h * np.exp(-action)
charge_c_cm2 = charge_si * 1e-4
current = charge_c_cm2 * escape_rate
in_transit = escape_rate * OXIDE_NM * 1e-7 / TRANSIT_CM_S

v_oxide = OXIDE_MVCM * OXIDE_NM / 10
print(f"Active donor density: {DONORS_CM3:.1e} cm^-3")
print(f"Oxide field: {OXIDE_MVCM:.2f} MV/cm")
print(f"Oxide thickness: {OXIDE_NM:.2f} nm")
print(f"Temperature: {TEMP_K:.0f} K")
print(f"Relative permittivity, oxide: {K_OX:.1f}")
print(f"Relative permittivity, silicon: {K_SI:.1f}")
print(f"Silicon masses, long. and trans.: {M_LONG}, {M_TRANS} m_e")
print(f"Donor density in atomic units: {N:.4e} bohr^-3")
print(f"Oxide field in atomic units: {F_OX:.4e} hartree/(e bohr)")
print(f"Field in gate at interface: {F_SI * FIELD_MVCM:.4f} MV/cm")
print(f"Areal gate charge: {charge_c_cm2 * 1e6:.4f} uC/cm2")
print(f"Depletion width: {width * BOHR_NM:.4f} nm")
print(f"DEPLETION DROP: {v_dep * HARTREE:.4f} V")
print(f"Depletion drop in atomic units: {v_dep:.4e} hartree/e")
print(f"Drop from direct integration: "
      f"{path.y_events[0][0][0] * HARTREE:.4f} V")
print(f"Oxide drop: {v_oxide:.3f} V")
print(f"Depletion drop / oxide drop: {100*v_dep*HARTREE/v_oxide:.2f} %")
print(f"Thermal voltage: {kt * HARTREE:.5f} V")
print(f"Depletion drop / thermal voltage: {v_dep / kt:.2f}")
print(f"Effective density of states: {n_c * DENSITY_CM3:.3e} cm^-3")
print(f"Bulk Fermi level above band edge: {eta_bulk*kt*HARTREE:.4f} eV")
print(f"Bulk pressure per electron: {p_bulk / N * HARTREE:.4f} eV")
print(f"Semiclassical drop, first integral: {v_fd * HARTREE:.4f} V")
print(f"Semiclassical drop, Poisson solver: {v_direct*HARTREE:.4f} V")
print(f"Semiclassical drop at 400 K: {v_hot * HARTREE:.4f} V")
print(f"Drop for cold heavy test gas: {v_cold * HARTREE:.4f} V")
print(f"Quantum slab, total drop: {v_quantum * HARTREE:.4f} V")
print(f"Quantum slab, force balance: {balance_q * HARTREE:.4f} V")
print(f"Quantum wall pressure / N: {p_wall / N * HARTREE:.4f} eV")
print(f"Quantum slab, drop at zero field: {v_zero * HARTREE:.4f} V")
print(f"Zero-field force balance: {balance_zero * HARTREE:.4f} V")
print(f"Quantum field-induced change: {(v_quantum-v_zero)*HARTREE:.4f} V")
print(f"Exchange shift of drop, estimate: {exchange_shift*HARTREE:.4f} V")
print(f"Depletion drop, half the donors active: "
      f"{depletion_drop(F_OX, N / 2) * HARTREE:.4f} V")
print(f"Mean donor spacing: {N ** (-1 / 3) * BOHR_NM:.3f} nm")
print(f"Tunnel barrier and oxide mass: {BARRIER_EV} eV, {M_OXIDE} m_e")
print(f"Tunnel attempt energy: {ATTEMPT_EV} eV")
print(f"Assumed transit speed: {TRANSIT_CM_S:.1e} cm/s")
print(f"WKB tunnelling probability: {np.exp(-action):.2e}")
print(f"Tunnel current, rough: {current:.1e} A/cm2")
print(f"Fraction of channel charge in transit: {in_transit:.1e}")
print(f"Rough breakdown field: {BREAKDOWN_MVCM:.0f} MV/cm")
print(f"Oxide field / breakdown field: {OXIDE_MVCM/BREAKDOWN_MVCM:.2f}")
print("PASS")
```

Printed output:

```
Active donor density: 1.0e+20 cm^-3
Oxide field: 5.00 MV/cm
Oxide thickness: 2.00 nm
Temperature: 300 K
Relative permittivity, oxide: 3.9
Relative permittivity, silicon: 11.7
Silicon masses, long. and trans.: 0.92, 0.19 m_e
Donor density in atomic units: 1.4818e-05 bohr^-3
Oxide field in atomic units: 9.7235e-04 hartree/(e bohr)
Field in gate at interface: 1.6667 MV/cm
Areal gate charge: 1.7266 uC/cm2
Depletion width: 1.0776 nm
DEPLETION DROP: 0.0898 V
Depletion drop in atomic units: 3.3002e-03 hartree/e
Drop from direct integration: 0.0898 V
Oxide drop: 1.000 V
Depletion drop / oxide drop: 8.98 %
Thermal voltage: 0.02585 V
Depletion drop / thermal voltage: 3.47
Effective density of states: 2.744e+19 cm^-3
Bulk Fermi level above band edge: 0.0652 eV
Bulk pressure per electron: 0.0415 eV
Semiclassical drop, first integral: 0.1307 V
Semiclassical drop, Poisson solver: 0.1307 V
Semiclassical drop at 400 K: 0.1367 V
Drop for cold heavy test gas: 0.0924 V
Quantum slab, total drop: 0.0861 V
Quantum slab, force balance: 0.0861 V
Quantum wall pressure / N: 0.0452 eV
Quantum slab, drop at zero field: -0.1302 V
Zero-field force balance: -0.1300 V
Quantum field-induced change: 0.2163 V
Exchange shift of drop, estimate: -0.0077 V
Depletion drop, half the donors active: 0.1796 V
Mean donor spacing: 2.154 nm
Tunnel barrier and oxide mass: 3.1 eV, 0.5 m_e
Tunnel attempt energy: 0.2 eV
Assumed transit speed: 1.0e+07 cm/s
WKB tunnelling probability: 7.39e-11
Tunnel current, rough: 6.2e-03 A/cm2
Fraction of channel charge in transit: 7.1e-11
Rough breakdown field: 10 MV/cm
Oxide field / breakdown field: 0.50
PASS
```
